# How insulating spherical pores lower the conductivity of an oxide film

**Question**

I am stuck on an exercise about a porous film of amorphous indium gallium zinc oxide (IGZO). The pores are spherical and insulating, they fill ten percent of the volume, and current flows in the plane of the film. I am asked to use Maxwell's formula to show that the conductivity falls to about 0.857 of its dense value.

My first thought was that ten percent of the conductor is missing, so the factor should be 0.90. Then I found the field around a single pore, added up the effects of many, and got 0.85. Neither is 0.857. Where does Maxwell's number come from, what is wrong with 0.90, and would the answer survive in a real film? For numbers I was given a carrier density of $10^{19}\ \mathrm{cm^{-3}}$, a mobility of $10\ \mathrm{cm^2/Vs}$, a thickness of 100 nm and a pore radius of 5 nm, at 300 K.

**Answer**

Your 0.90 leaves out the detour that current makes around each pore. Your 0.85 includes it, but to first order in the pore fraction. Maxwell's formula agrees with 0.85 to that order and adds an approximate account of the higher orders.

**What is being calculated**

Let $\sigma_0$ be the conductivity of the solid, assumed uniform and isotropic, and let $p$ be the volume fraction of pores. The effective conductivity $\sigma$ is the mean current density divided by the mean electric field, both averaged over the whole film, pores included. A sheet-resistance measurement gives this quantity if you use the full geometric thickness.

I assume steady current, Ohm's law in the solid, and pores that are well separated, small compared with the thickness, and placed without a preferred direction.

**One pore in a uniform field**

Write $\mathbf E=-\nabla\phi$ and $\mathbf J=\sigma_0\mathbf E$. In steady state $\nabla\cdot\mathbf J=0$, so $\nabla^2\phi=0$ in the solid. Put the origin at the centre of a pore of radius $a$ and measure $\theta$ from the direction of the applied field $E_0$. The applied potential is $-E_0r\cos\theta$, so try $\phi=f(r)\cos\theta$. Laplace's equation becomes

$$f''+\frac{2}{r}f'-\frac{2}{r^2}f=0 .$$

Inserting $f=r^k$ gives $k(k-1)+2k-2=(k-1)(k+2)=0$, so $k=1$ or $k=-2$. Far away the applied field must be recovered, which fixes the coefficient of $r$:

$$f(r)=-E_0r+\frac{B}{r^2}.$$

No current enters the pore, so the radial field vanishes at its wall:

$$f'(a)=-E_0-\frac{2B}{a^3}=0
\quad\Longrightarrow\quad B=-\frac{E_0a^3}{2}.$$

A dipole pointing along the field would have positive $B$. The pore therefore acts as a dipole opposed to the field.

At the wall, $f(a)=-E_0a-E_0a/2=-\tfrac32E_0a$. The tangential field there has magnitude $|f(a)|\sin\theta/a=\tfrac32E_0\sin\theta$. At the equator it is $1.5E_0$, because current that would have crossed the pore squeezes past its sides.

**Many pores, seen from far away**

Take a large sphere of radius $R$ containing $N$ pores, surrounded by dense solid. The pore fraction inside it is

$$p=\frac{N\frac{4\pi}{3}a^3}{\frac{4\pi}{3}R^3}=\frac{Na^3}{R^3}.$$

Suppose each pore feels the applied field $E_0$. This neglects the fields of the other pores. Far outside, the different positions of the pores matter less than their summed dipole, since the corrections fall off faster with distance. The total coefficient of $\cos\theta/r^2$ is then

$$B_{\rm pores}=-\frac{NE_0a^3}{2}=-\frac{p}{2}E_0R^3 .$$

**The uniform sphere that looks the same**

Now replace the porous sphere by a uniform one of the same radius and conductivity $\sigma$. Inside, the potential must be finite at the origin, so it is $-Cr\cos\theta$. Outside, it is $(-E_0r+b/r^2)\cos\theta$. Continuity of the potential at $R$ gives

$$-CR=-E_0R+\frac{b}{R^2}
\quad\Longrightarrow\quad C=E_0-\frac{b}{R^3}.$$

The radial current is minus the conductivity times the radial derivative of $\phi$. Its continuity gives

$$\sigma C=\sigma_0\left(E_0+\frac{2b}{R^3}\right).$$

Set $\beta=b/(E_0R^3)$ and eliminate $C$:

$$\sigma(1-\beta)=\sigma_0(1+2\beta)
\quad\Longrightarrow\quad
\beta=\frac{\sigma-\sigma_0}{\sigma+2\sigma_0}.$$

The two spheres have the same far field if $b=B_{\rm pores}$, that is, if $\beta=-p/2$:

$$\frac{\sigma-\sigma_0}{\sigma+2\sigma_0}=-\frac p2 .$$

Multiply by $2(\sigma+2\sigma_0)$ to get $2\sigma-2\sigma_0=-p\sigma-2p\sigma_0$. Collecting the terms in $\sigma$ gives $(2+p)\sigma=2(1-p)\sigma_0$, and hence Maxwell's formula for insulating spheres:

$$\boxed{\frac{\sigma}{\sigma_0}=\frac{2(1-p)}{2+p}}$$

For $p=0.10$,

$$\frac{\sigma}{\sigma_0}=\frac{2\times0.90}{2.10}=\frac{1.80}{2.10}=\frac67\approx0.857 .$$

**Where your two numbers went**

The formula can be rewritten as

$$\frac{\sigma}{\sigma_0}=1-\frac{3p}{2+p}
=1-\frac32p+\frac34p^2-\cdots .$$

The first two terms give your 0.85. The quadratic term adds 0.0075, slightly more than the difference of 0.0071 between 0.85 and $6/7$. The higher terms remove the small excess.

To see what is wrong with 0.90, average the current and the field separately. Let $E_s$ be the mean field in the solid and $E_p$ the mean field inside the pores, both along the applied direction. The pores carry no current, but there is still a voltage across them. Therefore

$$\langle J\rangle=(1-p)\sigma_0E_s,\qquad
\langle E\rangle=(1-p)E_s+pE_p,$$

and

$$\frac{\sigma}{\sigma_0}=\frac{(1-p)E_s}{(1-p)E_s+pE_p}.$$

You would get $1-p$ if $E_p$ equalled $E_s$. For an isolated spherical pore it does not. The potential is continuous at the wall, where it equals $-\tfrac32E_0a\cos\theta$. In an empty, uncharged pore the solution of Laplace's equation with that boundary value is $-\tfrac32E_0r\cos\theta$, a uniform field of $1.5E_0$.

If we take $E_p=1.5E_s$ at finite $p$ as well, we get

$$\frac{\sigma}{\sigma_0}=\frac{1-p}{1-p+\frac32p}=\frac{1-p}{1+p/2},$$

which is Maxwell's formula again. At ten percent it reads $0.90/(0.90+0.15)=0.857$. The 0.90 in the numerator is your missing material, and the extra 0.05 in the denominator, which is 1.05 instead of 1, comes from the detour.

**Why the formula can work beyond first order**

We neglected the influence of pores on one another, so the derivation by itself guarantees the term linear in $p$. There is, however, a structure for which the whole formula holds. Surround a pore of radius $a$ by a solid shell of outer radius $b_s$, with $p=a^3/b_s^3$. Place this coated sphere in a medium of conductivity $\sigma$ carrying a uniform field $F$, and ask which $\sigma$ leaves the outside field undisturbed.

In the shell, the condition of no current into the pore gives

$$f(r)=-A\left(r+\frac{a^3}{2r^2}\right),\qquad
f'(r)=-A\left(1-\frac{a^3}{r^3}\right).$$

Outside, $f=-Fr$. Matching potential and radial current at $b_s$ requires

$$A\left(1+\frac p2\right)=F,\qquad \sigma_0A(1-p)=\sigma F .$$

Dividing the second equation by the first gives $\sigma/\sigma_0=(1-p)/(1+p/2)$. With this value, a coated sphere can replace a ball of the uniform medium without changing anything outside it. Repeat the replacement with coated spheres of many sizes, all with the same $a/b_s$, until the medium is filled. The resulting composite has Maxwell's conductivity.

This also explains the limit $p\to1$. In the coated structure every pore keeps a conducting shell, so the conductivity vanishes at $p=1$ and not before. With $q=1-p$ small, the formula becomes $2q/(3-q)\approx\tfrac23q$. The factor $\tfrac23$ is geometrical: a thin shell carries the tangential field $F\sin\theta$, whose component along $F$ is $F\sin^2\theta$, and the average of $\sin^2\theta$ over a sphere is $\tfrac23$.

In a film where the pores merge, the solid may break into disconnected pieces at some $p<1$. The current then stops at that percolation threshold, which Maxwell's formula does not contain. It should not be used near such a threshold.

**Does the arrangement of the pores matter at ten percent?**

I solved $\nabla\cdot\mathbf J=0$ numerically for pores in a periodic box. The method balances the currents through the faces of small cubic cells, reduces each face by the area that a pore covers, and solves the resulting linear equations by conjugate gradients.

For a simple cubic array, with 48 cells along each period, the results are:

| $p$ | grid solution | Maxwell |
|---|---:|---:|
| 0.05 | 0.9269 | 0.9268 |
| 0.10 | 0.8572 | 0.8571 |
| 0.20 | 0.7267 | 0.7273 |

The fourth digit of the grid values carries an error of about 0.0001. For insulating pores in an isotropic composite Maxwell's value is an upper bound (the Hashin–Shtrikman bound), so the entries slightly above it are discretisation error. The multipole solution for the cubic array gives 0.9268, 0.8571 and 0.7267.

For random pores I used three samples at $p=0.10$, each with eight equal, non-overlapping pores in a box of 48 cells, and averaged over three current directions. They gave 0.8566, 0.8569 and 0.8569. A cubic array with the same number of cells per pore radius gave 0.8572, so the random mean was lower by about 0.0004. The grid results also shift slightly with the position of the pores relative to the cells, so this difference is not a precise measure of the effect of arrangement.

These are small samples, and I kept pore surfaces at least two cells apart, which is about 0.3 pore radii. They do not describe clustered or nearly touching pores. Boxes of eight pores also understate the effect of randomness. The exact interaction of pairs of spheres lowers the $p^2$ coefficient from Maxwell's 0.75 to about 0.66 for this minimum gap, and to 0.588 when pores may touch. At $p=0.10$ these are shifts of about $-0.0009$ and $-0.0016$. For unclustered pores, 0.857 is therefore slightly high, by about 0.001 to 0.002.

**The numbers for your film**

With $e$ the elementary charge, $n$ the carrier density and $\mu$ the mobility in the solid,

$$\sigma_0=en\mu=(1.602\times10^{-19}\ \mathrm C)(10^{19}\ \mathrm{cm^{-3}})(10\ \mathrm{cm^2/Vs})=16.02\ \mathrm{S/cm}.$$

The porous film has $\sigma=0.8571\times16.02=13.73\ \mathrm{S/cm}$. The thickness is $t=100\ \mathrm{nm}=10^{-5}\ \mathrm{cm}$, so the sheet resistance $1/(\sigma t)$ rises from 6242 to 7282 ohms per square, a factor of $7/6$. In this comparison the thickness and the density and mobility in the solid are held fixed.

**What changes in a real film**

Your parameters are rough values for conducting IGZO. A mobility near $10\ \mathrm{cm^2/Vs}$ is ordinary for this material, while $10^{19}\ \mathrm{cm^{-3}}$ belongs to a strongly conducting film, far above the density in a transistor channel that is switched off. Ten percent porosity is a round exercise value and would be high for a well-densified film. The assumption I would trust least is that the solid stays equally conducting right up to the pore walls.

Suppose the walls trap $N_s=10^{12}$ electrons per $\mathrm{cm^2}$, an assumed value. If those electrons come from a fully emptied shell reaching out to radius $x$, charge balance gives

$$\frac{4\pi}{3}n(x^3-a^3)=4\pi a^2N_s
\quad\Longrightarrow\quad
\frac{x^3}{a^3}=1+\frac{3N_s}{na}.$$

Here $na=10^{19}\times5\times10^{-7}=5\times10^{12}\ \mathrm{cm^{-2}}$, so the insulating volume grows by a factor 1.6. The shell is 0.85 nm thick and the insulating fraction becomes 0.16. Maxwell's formula then gives

$$\frac{\sigma}{\sigma_0}=\frac{2(1-0.16)}{2+0.16}=0.778 .$$

So in this simple model a modest wall charge moves the answer from 0.857 to about 0.78. This is an estimate of scale, because the fully emptied shell is a simplification. Each pore traps about three electrons, and the Debye screening length $\sqrt{\varepsilon_r\varepsilon_0k_BT/(e^2n)}$, with an assumed relative permittivity $\varepsilon_r=10$, is 1.2 nm. That is longer than the shell is thick, so in reality the electrons would be thinned out over a wider region around the pore, and the solid at the wall would not be completely emptied. This makes the loss somewhat smaller. Removing the same electrons uniformly from the solid would give $0.857\times(1-0.06/0.90)=0.80$. Solving Poisson's equation around a pore, with conductivity proportional to the local density, gives about 0.79, with the density at the wall near half its bulk value. The Debye formula is itself rough here: for an assumed effective mass of 0.34 electron masses the zero-temperature Fermi energy is 0.050 eV, about twice $k_BT=0.026$ eV. At 300 K the chemical potential lies about 0.036 eV above the band edge, so the electrons are partly degenerate and the screening length is nearer 1.5 nm.

The trend with density matters more than the second digit. At $n=10^{18}\ \mathrm{cm^{-3}}$, with the same pores and wall charge, $3N_s/(na)=6$. The emptied spheres would have a radius of about 9.6 nm, hence a diameter of about 19 nm. The mean pore spacing, taken as the cube root of the volume per pore, is 17.4 nm. Neighbouring pores at that spacing would have overlapping shells, and the picture of separate insulating spheres would fail. Using the geometric pore fraction therefore requires $3N_s/(na)\ll1$.

Pore shape matters too. If the pores are columns running through the film, the current passes cylinders. The coated-sphere argument carries over with $f=-A(r+a^2/r)$ in the shell and $p=a^2/b_s^2$. Matching gives $A(1+p)=F$ and $\sigma_0A(1-p)=\sigma F$, so

$$\frac{\sigma}{\sigma_0}=\frac{1-p}{1+p}=\frac{0.90}{1.10}=0.818 .$$

At the same pore fraction, columns obstruct in-plane current more than spheres do.

Some further checks for your numbers:

- **Film surfaces.** Suppose the outer 5 nm on each side contains no pores and the total pore volume is unchanged. The inner 90 percent then has $p=0.111$ and a factor of 0.842. Treating the film as layers that conduct in parallel gives $0.10+0.90\times0.842\approx0.86$, almost the same as before.

- **Mean free path.** Taking the scattering time from the mobility, with the same effective mass, and a generous speed that combines the Fermi and thermal speeds, I get 0.59 nm, or 0.12 of the pore radius. At this density, however, the electron wavelength at the Fermi energy is about 9 nm in a free-electron picture. A path much shorter than the wavelength cannot be read literally as a distance of free flight. It tells you that scattering is strong, but it does not prove that a local Ohm's law with uniform mobility holds right up to the wall of a 5 nm pore. That remains an assumption of the calculation.

- **Field crowding.** One volt across 10 µm is a mean field of 0.001 MV/cm, and the peak beside an isolated pore is 0.0015 MV/cm. Over 0.59 nm an electron gains about $10^{-4}$ eV even at the peak, far below $k_BT$, so this field does not threaten Ohm's law.

- **Tunnelling.** For an assumed vacuum barrier of height $U=4$ eV and width $2a=10$ nm, the factor $\exp(-2\kappa\cdot2a)$, with $\kappa=\sqrt{2m_eU}/\hbar$ and $m_e$ the free-electron mass, is about $10^{-89}$. That is the longest path. Chords near the rim are shorter, but averaging the factor over all chords parallel to the field still gives only about $5\times10^{-5}$. Treating the pore as an insulator is safe.

For the exercise, the answer is $6/7\approx0.857$. For a real film, I would find out about charge on the pore walls and the shape of the pores before worrying about the third digit.
